# Graphene's Boltzmann conductivity with screened charged impurities

## Result and conditions

For doped graphene with carrier density $n$ and randomly placed charges $\pm e$ of density $n_i$ lying in the sheet,

$$\sigma=\frac{e^2}{h}\,\frac{n}{n_i}\,C(\alpha),\qquad C=\frac{1}{2\alpha^2 I(\alpha)},\qquad I=\int_0^1\frac{x^2\sqrt{1-x^2}}{(x+2\alpha)^2}\,dx. \tag{1}$$

Here $\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)$ is the fine-structure constant of the carriers, $v$ the band velocity and $\kappa$ the mean relative permittivity of the two surrounding media. With $a=2\alpha$,

$$I=\frac{\pi}{4}+3a-\frac{3\pi a^2}{2}-a(2-3a^2)L(a), \tag{2}$$

where $L=\operatorname{arccosh}(1/a)/\sqrt{1-a^2}$ for $a<1$, $L=\arccos(1/a)/\sqrt{a^2-1}$ for $a>1$, and $L(1)=1$.

The fine-structure constant fixes the coefficient $C$; the conductivity also contains $n/n_i$. Equation (1) holds at zero temperature, in linear response, for uncorrelated impurities, in the first Born approximation with static linear screening. It needs a nearly uniform density and $k_F\ell\gg1$, where $k_F$ is the Fermi wavevector and $\ell$ the mean free path, so it fails near charge neutrality.

## Bands and screening

The Hamiltonian is $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$, with bands $E=\pm\hbar vk$ and fourfold spin and valley degeneracy. Take electron doping. Counting states gives

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad D=\frac{dn}{dE_F}=\frac{2k_F}{\pi\hbar v}.$$

The bare potential energy of a unit charge is $e^2/(2\varepsilon_0\kappa q)=2\pi\alpha\hbar v/q$ in Fourier space. In the Thomas-Fermi picture, a total potential energy $U$ changes the density by $-DU$, and this charge acts back:

$$U=U_{\rm ext}-\frac{2\pi\alpha\hbar v}{q}DU .$$

Solving for $U$, with magnitude $V$ for one impurity,

$$V(q)=\frac{2\pi\alpha\hbar v}{q+q_{TF}},\qquad q_{TF}=2\pi\alpha\hbar vD=4\alpha k_F. \tag{3}$$

The screening wavevector is proportional to $k_F$ because the density of states is.

### Why a constant response suffices

Thomas-Fermi screening is a long-wavelength approximation, while scattering involves $q$ up to $2k_F$. The static random-phase response $\Pi(q)$, defined by $\delta n=-\Pi U$, shows that nothing is lost. Let $p=|\mathbf k+\mathbf q|$ and let $\varphi$ be the angle between $\mathbf k$ and $\mathbf k+\mathbf q$. Then

$$\Pi=4\sum_{s,s'=\pm}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1+ss'\cos\varphi}{2}\,\frac{f_{s}(k)-f_{s'}(p)}{\hbar v(s'p-sk)} .$$

**Undoped part.** The two interband terms are equal, giving

$$\Pi_0=\frac{4}{\hbar v}\int\frac{d^2k}{(2\pi)^2}\frac{1-\cos\varphi}{k+p}.$$

Use elliptic coordinates $k,p=\frac q2(\cosh u\pm\cos w)$, whose area element is $kp\,du\,dw$. The cosine rule gives $1-\cos\varphi=[q^2-(k-p)^2]/(2kp)=q^2\sin^2w/(2kp)$, and $k+p=q\cosh u$. Hence

$$\Pi_0=\frac{q}{2\pi^2\hbar v}\int_0^{2\pi}\!\sin^2w\,dw\int_0^\infty\!\frac{du}{\cosh u}=\frac{q}{2\pi^2\hbar v}\,\pi\,\frac{\pi}{2}=\frac{q}{4\hbar v}.$$

**Doped part.** The response is linear in the occupations. Each added electron enters once through $f_s(k)$ and once, after relabelling, through $f_{s'}(p)$, hence a factor 2. With $\chi$ the angle between $\mathbf k$ and $\mathbf q$, the sum over $s'$ is

$$\sum_{s'}\frac{1+s'\cos\varphi}{2(s'p-k)}=\frac{k+p\cos\varphi}{p^2-k^2}=\frac{2k+q\cos\chi}{q(q+2k\cos\chi)},$$

because $p\cos\varphi=k+q\cos\chi$. Next split

$$\frac{2k+q\cos\chi}{q+2k\cos\chi}=\frac{q}{2k}+\frac{4k^2-q^2}{2k\,(q+2k\cos\chi)} .$$

The principal-value integral of $1/(q+2k\cos\chi)$ over a full turn is $2\pi/\sqrt{q^2-4k^2}$ for $2k<q$. It vanishes for $2k>q$: with $t=\tan(\chi/2)$ the antiderivative is a logarithm that has the same value at $t=\pm\infty$. Therefore

$$\Delta\Pi=\frac{2}{\pi\hbar v}\left[k_F-\frac1q\int_0^{\min(k_F,q/2)}\!\sqrt{q^2-4k^2}\,dk\right].$$

For $q\le2k_F$ the last integral is $\pi q^2/8$, so $\Delta\Pi=D-q/(4\hbar v)$ and $\Pi_0+\Delta\Pi=D$. The term $-q/(4\hbar v)$ in the doping-induced change, which combines intraband and interband parts, cancels the undoped response. For $q>2k_F$,

$$\frac{\Pi}{D}=1+\frac{\pi q}{8k_F}-\frac12\sqrt{1-\frac{4k_F^2}{q^2}}-\frac{q}{4k_F}\arcsin\frac{2k_F}{q}. \tag{4}$$

Direct summation of the definition at $k_BT=0.02E_F$ gives $\Pi/D=1.0000$ at $q=1.6k_F$. At $3k_F$ it gives 1.2585, against 1.2581 from (4). Elastic scattering on the Fermi circle never uses $q>2k_F$, so (3) is the full random-phase potential for the Born rate.

## The Boltzmann equation

In a field $\mathcal E$ along $x$, write $f=f_0+\delta f$ and let $\theta_k$ be the direction of $\mathbf k$. For electrons of charge $-e$,

$$-e\mathcal Ev\cos\theta_k\,\frac{\partial f_0}{\partial E}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'}).$$

Try $\delta f=e\mathcal Ev\tau\cos\theta_k\,\partial f_0/\partial E$. For scattering angle $\theta$, $\cos(\theta_k+\theta)=\cos\theta_k\cos\theta-\sin\theta_k\sin\theta$. The last term is odd in $\theta$ and drops out, since $W$ is even. The trial form thus solves the equation with $1/\tau=\sum W(1-\cos\theta)$.

The current density is $-e$ times the sum of $v\cos\theta_k\,\delta f$ over states. The angular mean of $\cos^2\theta_k$ is $1/2$, so

$$\sigma=\tfrac12e^2Dv^2\tau=\frac{e^2vk_F\tau}{\pi\hbar}=\frac{2e^2}{h}k_Fv\tau. \tag{5}$$

### Scattering rate

For random positions the interference between impurities averages out, and the golden-rule rates add. The upper-band spinors $(1,e^{i\theta_k})/\sqrt2$ contribute

$$\left|\tfrac12(1+e^{i\theta})\right|^2=\tfrac12(1+\cos\theta),$$

which removes backscattering. The smooth potential is taken to conserve spin and valley, so the final states carry no degeneracy factor:

$$\frac1\tau=\frac{2\pi n_i}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}|V|^2\,\frac{1-\cos^2\theta}{2}\,\delta(\hbar vk'-E_F)
=\frac{n_ik_F}{2\pi\hbar^2v}\int_0^{2\pi}\!|V|^2\,\frac{\sin^2\theta}{2}\,d\theta .$$

Set $x=\sin(\theta/2)$, so that $q=2k_Fx$. Equation (3) becomes

$$V=\frac{\pi\alpha\hbar v}{k_F(x+2\alpha)} .$$

All dependence on $k_F$ is now a prefactor. On $0<\theta<\pi$, $\sin^2\theta=4x^2(1-x^2)$ and $d\theta=2\,dx/\sqrt{1-x^2}$; the other half circle doubles the result. Thus

$$\int_0^{2\pi}\frac{\sin^2\theta}{2(x+2\alpha)^2}\,d\theta=8I,\qquad
\frac1\tau=\frac{\pi\alpha^2vn_i}{2k_F}\,8I=\frac{4\pi\alpha^2vn_iI}{k_F}. \tag{6}$$

Then $k_Fv\tau=k_F^2/(4\pi\alpha^2n_iI)=n/(4\alpha^2n_iI)$, and (5) gives (1). The mobility $\sigma/(ne)=eC/(hn_i)$ does not depend on $n$.

### What screening does to the power law

Without screening, $2\alpha$ is absent from the denominator and $I=\int_0^1\sqrt{1-x^2}\,dx=\pi/4$. The law is still linear, with coefficient $2/(\pi\alpha^2)$. Screening therefore does not create the proportionality to $n$. It preserves it, because $q_{TF}/k_F$ is fixed.

If a screening wavevector $q_s$ were held fixed instead, $2\alpha$ would be replaced by $q_s/2k_F$. For $q_s\gg k_F$ this gives $I\propto k_F^2$ and a conductivity independent of density. In the example below, freezing $q_s$ at its value for $n$ and doubling the density gives $\sigma\propto n^{0.30}$ over that interval.

## Closed form and limits

Define $K(a)=\int_0^1\sqrt{1-x^2}/(x+a)\,dx$. Since $x^2/(x+a)^2=1-2a/(x+a)+a^2/(x+a)^2$ and $K'=-\int_0^1\sqrt{1-x^2}/(x+a)^2dx$,

$$I=\frac\pi4-2aK-a^2K'=\frac\pi4-\frac{d(a^2K)}{da}.$$

Write $\sqrt{1-x^2}=(1-x^2)/\sqrt{1-x^2}$ and $1-x^2=(1-a^2)+(a+x)(a-x)$. Then

$$K=(1-a^2)L+\frac{\pi a}2-1,\qquad L=\int_0^{\pi/2}\!\frac{d\phi}{a+\sin\phi}=\int_0^1\!\frac{2\,dt}{at^2+2t+a},$$

with $x=\sin\phi$ and $t=\tan(\phi/2)$. For $a<1$ let $b=\sqrt{1-a^2}$. Completing the square gives

$$L=\frac1b\ln\frac{(1+a-b)(1+b)}{(1+a+b)(1-b)}=\frac1b\ln\frac{1+b}{a},$$

because $(1+a-b)/(1+a+b)=(1-b)/a$. This is the arccosh form. For $a>1$ let $s=\sqrt{a^2-1}$ and $c=\arccos(1/a)$. Then

$$L=\frac2s\left[\arctan\frac{a+1}s-\arctan\frac1s\right]=\frac2s\left[\left(\frac\pi2-\frac c2\right)-\left(\frac\pi2-c\right)\right]=\frac cs .$$

Both branches obey $(1-a^2)L'=aL-1/a$. Hence

$$\frac{d(a^2K)}{da}=(2a-4a^3)L+(a^3L-a)+\frac{3\pi a^2}2-2a=(2a-3a^3)L+\frac{3\pi a^2}{2}-3a,$$

which proves (2). For large $\alpha$ its terms nearly cancel, and quadrature of (1) is then the safer numerical route.

For $\alpha\to0$, $I\to\pi/4$ and $C\to2/(\pi\alpha^2)$. For $\alpha\to\infty$, $\int_0^1x^2\sqrt{1-x^2}\,dx=\pi/16$ gives $I\to\pi/(64\alpha^2)$ and $C\to32/\pi\approx10.2$. There $V\to1/D$, so the interaction strength drops out. This second limit belongs to the Born formula and is no prediction for strong coupling. Between the limits, $C=157.6$, 27.4 and 18.0 at $\alpha=0.1$, 0.5 and 1.

## Worked example

Take $v=10^6$ m/s, $\kappa=2.5$, $n=2\times10^{12}$ cm$^{-2}$ and $n_i=5\times10^{11}$ cm$^{-2}$. Then $\alpha=0.875$, and

$$k_F=\sqrt{\pi\times0.02\ \mathrm{nm^{-2}}}=0.251\ \mathrm{nm^{-1}},\qquad E_F=0.165\ \mathrm{eV},\qquad q_{TF}=3.50\,k_F.$$

Equation (2) gives $I=0.03399$, so

$$C=\frac1{2(0.8751)^2(0.03399)}=19.2,\qquad \sigma=4\times19.2\,\frac{e^2}{h}=76.8\,\frac{e^2}{h}=2.98\ \mathrm{mS}.$$

The sheet resistance is 336 ohm and the mobility about 9300 cm$^2$/Vs. The transport time is 153 fs, the mean free path 153 nm, and $k_F\ell=38$. Solving the discretized collision equation on the Fermi circle, without assuming a relaxation time, also gives $76.8\,e^2/h$.

## Size of the neglected effects

Each correction below is computed separately at the example's parameters. They are not independent, and their factors should not simply be multiplied.

### Scattering beyond the Born approximation

Let $U(r)=V(r)/\hbar v$ be the signed potential of one impurity, screened with (4). For the spinor $(f e^{im\theta},\,ig e^{i(m+1)\theta})$ at energy $\hbar vk$, the Dirac equation reads

$$f'=\frac mrf-(k-U)g,\qquad g'=(k-U)f-\frac{m+1}rg .$$

With $\tan\eta=g/f$, these combine into

$$\eta'=k-U-\frac{m+\frac12}{r}\sin2\eta. \tag{7}$$

Outside the potential, $f\propto J_m\cos\delta_m-Y_m\sin\delta_m$, and $g$ has the same form with Bessel order $m+1$; matching $g/f$ gives $\delta_m$. The scattering amplitude is, up to a phase, $(2\pi k)^{-1/2}\sum_m A_me^{im\theta}$ with $A_m=e^{2i\delta_m}-1$. Weighting its square by $1-\cos\theta$ gives the transport cross-section

$$\Sigma=\frac1{2k}\sum_m|A_m-A_{m+1}|^2=\frac2k\sum_m\sin^2(\delta_{m+1}-\delta_m)=\frac4k\sum_{m\ge0}\sin^2(\delta_{m+1}-\delta_m).$$

The last step uses $\delta_{-m-1}=\delta_m$, because replacing $(f,g)$ by $(g,-f)$ turns the equations for $-m-1$ into those for $m$. The rate is $1/\tau=n_iv\Sigma$. For charges $\pm0.03e$, the mean rate is 1.0003 times the Born value.

For full charges, $\sigma$ is 1.46 times the Born value if all impurities repel the carriers and 0.43 times if all attract them. For equal numbers the rates average and the factor is 0.66, which lowers the mobility to about 6100 cm$^2$/Vs. For ideal point charges in the sheet, the Born coefficient is thus a poor absolute estimate at this $\alpha$. The error shrinks when the potential is softened at short distance: for charges set back by 0.5 nm, the equal-mixture factor relative to the Born value at the same setback is about 0.89.

For ideal point charges in the sheet, the linear law survives this correction. $U/k_F$ depends on $k_Fr$ and $\alpha$ alone, so the phase shifts at $k=k_F$ depend on $\alpha$ and the sign of the charge, and $\Sigma\propto1/k_F$ as before. This requires that no short-distance cutoff enter. By (4), close to the charge $|U|\to\beta/r$ with $\beta=\alpha/(1+\pi\alpha/2)$, and (7) then has a regular start for $m=0$ if $\beta<1/2$, or $\alpha<2/(4-\pi)\approx2.3$. Here $\beta\approx0.37$, and the $m=0$ wave is singular at the charge, so atomic-scale detail matters in a real lattice. Flattening $U$ inside 0.14 nm, about one bond length, raises the equal-mixture factor from 0.66 to about 0.81 and the density exponent between $n$ and $2n$ from 1 to about 1.08.

### Impurities outside the sheet

A setback $d$ multiplies $|V|^2$ by $e^{-2qd}=e^{-4k_Fdx}$, so $k_Fd$ enters $I$ and strict proportionality is lost. For $d=0.5$ nm, $k_Fd=0.125$. In the Born model the conductivity rises by 37%, and the local exponent $d\ln\sigma/d\ln n$ becomes 1.16.

### Temperature and phonons

At 300 K, $k_BT=0.157E_F$. Holding the net density fixed, and including both thermal smearing and thermal screening, multiplies the Born conductivity by 0.956.

Acoustic phonons add a resistance. If $2\hbar k_Fs\ll k_BT$, with sound speed $s$, their scattering is nearly elastic. Absorption and emission together replace $n_i|V|^2$ by $P=\Xi^2k_BT/(\rho_ms^2)$, where $\Xi$ is the deformation potential and $\rho_m$ the mass per area. The angular integral is then $\pi/2$, so

$$\frac1\tau=\frac{k_FP}{4\hbar^2v},\qquad \frac1{\sigma_{ph}}=\frac{h}{e^2}\frac{P}{8\hbar^2v^2}.$$

This is independent of density, as for any short-range scatterer of fixed strength that keeps the same spinor overlap. Rough inputs $\Xi=20$ eV, $s=2\times10^4$ m/s and $\rho_m=7.6\times10^{-7}$ kg/m$^2$ give 41 ohm, or 12% of the impurity resistance.

### Nonuniform density

The variance of the screened disorder potential is $n_i\int d^2q\,|V|^2e^{-2qd}/(2\pi)^2$. For $d=0.5$ nm its root is about 40 meV, or $0.25E_F$. Since $n\propto E_F^2$, a local estimate gives density variations of about half the mean. But the potential varies over distances shorter than $1/k_F$, where the local estimate is poor; linear response with (4) gives a total induced density of about 0.85 of the mean. About 86% of that variance comes from $q>2k_F$, where (4) is mainly polarization of the filled valence band rather than a change in carrier density. The components with $q<2k_F$ alone give about 0.3 of the mean. For ideal charges exactly in the sheet, the variance of the potential diverges logarithmically at large $q$. Uniformity is therefore already strained in the example, and more so at lower density. The effect on $\sigma$ is not computed here.

## Use for real samples

The parameters are roughly those of graphene between a low-permittivity oxide and air, where mobilities of several thousand to about ten thousand cm$^2$/Vs are typical. The Born value lies in that range, but so does the value corrected for scattering beyond Born. Agreement in size therefore does not validate the coefficient.

Real samples break the assumption of in-plane charges of known number and sign. An impurity density inferred from a mobility through (1) inherits the error: for this example's $\alpha$ and equal numbers of both signs, (1) overestimates $n_i$ by a factor of about 1.5 if the charges are ideal points in the sheet, and by less if their potential is flattened at atomic distances. The sign of the error depends on where the charges sit: for a setback of 0.5 nm, with scattering beyond Born included, $\sigma$ is about 1.2 times (1), so (1) underestimates $n_i$. Substrate phonons, nonlinear screening, impurity correlations and exchange-correlation effects are also left out. The remaining computed values are in the numerical output.

## Calculated quantities

```
band velocity v = 1.00e+06 m/s; permittivity kappa = 2.50
carrier density n = 2.00e+12 cm^-2
impurity density n_i = 5.00e+11 cm^-2; n/n_i = 4.00
fine-structure constant alpha = 0.8751
Fermi wavevector k_F = 0.2507 nm^-1
Fermi energy E_F = 0.1650 eV
screening wavevector q_TF = 0.8774 nm^-1; q_TF/k_F = 3.5003
angular integral I = 0.033993; by quadrature 0.033993
coefficient C(alpha) = 19.208
transport time tau = 153.3 fs
mean free path = 153.3 nm; k_F times it = 38.42
conductivity = 76.83 e^2/h = 2.977 mS
same from collision matrix = 76.83 e^2/h
sheet resistance = 336.0 ohm
mobility = 9289 cm2/Vs
sweep, collision matrix: n = 1.0e+12 cm^-2, sigma = 1.488 mS
sweep, collision matrix: n = 2.0e+12 cm^-2, sigma = 2.977 mS
sweep, collision matrix: n = 4.0e+12 cm^-2, sigma = 5.953 mS
table: alpha = 0.1, I = 0.31717, C = 157.642
table: alpha = 0.3, I = 0.13090, C = 42.443
table: alpha = 0.5, I = 0.07301, C = 27.394
table: alpha = 1.0, I = 0.02784, C = 17.961
table: alpha = 2.0, I = 0.00902, C = 13.861
weak limit of C alpha^2: computed 0.6369, 2/pi = 0.6366
strong limit of C: computed 10.187, 32/pi = 10.186
unscreened coefficient 2/(pi alpha^2) = 0.831
density exponent n to 2n, screening scales with k_F: 1.0000
density exponent n to 2n, screening frozen: 0.2959
density exponent n to 2n, no screening: 1.0000
static response/D at q = 0.6 k_F: summed 1.0000, derived 1.0000
static response/D at q = 1.6 k_F: summed 1.0000, derived 1.0000
static response/D at q = 3.0 k_F: summed 1.2585, derived 1.2581
partial-wave/Born rate at charge 0.03 e: 1.0003
beyond Born, sigma/sigma_Born: repulsive 1.456, attractive 0.426
beyond Born, equal mixture of both signs: 0.659
setback d = 0.50 nm: k_F d = 0.1253
setback: sigma/sigma(d=0) = 1.374, density exponent 1.156
temperature 300 K: kT/E_F = 0.1567, mu/E_F = 0.9589
thermal smearing and screening: sigma(T)/sigma(0) = 0.956
phonon inputs (rough): 20 eV, 2.0e+04 m/s, 7.6e-07 kg/m2
acoustic-phonon resistance = 40.6 ohm; over impurity part = 0.121
rms disorder potential at that setback = 40.5 meV; over E_F = 0.245
```
